# Two-photon absorption in Kane-type band models: scaling, prefactor and peak, part 1

(Sections cited here and not found follow in the second part.)

Light of frequency $\omega$ with $E_g/2<\hbar\omega<E_g$ loses intensity in a direct-gap semiconductor according to $dI/dz=-\beta I^2$. In the model of two parabolic bands with Kane masses,

$$\beta=K\,\frac{\sqrt{E_p}}{n^2E_g^3}\,F_2(x),\qquad F_2(x)=\frac{(2x-1)^{3/2}}{(2x)^5},\qquad x=\frac{\hbar\omega}{E_g},\qquad K=\frac{2^9\pi}{5c^2}\ \text{(atomic units)},$$

where $E_p$ is the Kane energy and $n$ the refractive index. When $\omega$ is scanned at fixed $E_g$, $E_p$ and $n$, the maximum lies at $x=5/7$, where $F_2=0.04715$. The constant is $K=0.03113$ Å fs eV$^{3/2}$, or $1943$ cm/GW eV$^{5/2}$.

The parts of this statement are not equally general. The factor $\sqrt{E_p}/(n^2E_g^3)$ holds for any band Hamiltonian whose only parameters are $E_g$ and the interband velocity $P=\sqrt{E_p/2}$ (a free-electron term $k^2/2m_0$ that differs between bands would be a further parameter), and the threshold exponent $3/2$ holds in all three models treated here. The power 5, the value $5/7$ and the height of the peak belong to the parabolic approximation, whose expansion parameter, derived below as $2(2x-1)$, equals $6/7$ at the peak. The same two bands without that approximation peak at $x=\sqrt{2/5}=0.632$, and restoring the two discarded valence bands moves the peak to $x=0.665$.

The algebra is in atomic units ($\hbar=m_0=e=1$, Gaussian fields, $c$ the inverse fine-structure constant), with the abbreviations $\Delta=E_g/2$ and $y=2x=\omega/\Delta$.

## Back of the envelope

In the Kane-type models considered here the conduction edge is s-like, the valence edge is p-like, and the band structure is set by the gap $E_g$ and by one interband momentum matrix element $P$, with $E_p=2P^2$. In atomic units $P$ is a velocity. The field enters through $\mathbf k\to\mathbf k+\mathbf A(t)$, with amplitude $A_0$.

**Material scaling.** Measure energy in $E_g$, time in $1/E_g$, and both $k$ and $A_0$ in $E_g/P$. The Hamiltonian then has no parameter left but $x$ and the scaled amplitude $PA_0/E_g$. The two-photon amplitude is of second order in $A_0$, so the number $W$ of transitions per volume and time is of fourth order:

$$W=E_g\left(\frac{E_g}{P}\right)^3\left(\frac{PA_0}{E_g}\right)^4g(x)=PA_0^4\,g(x),$$

with $E_g$ the unit of rate, $(E_g/P)^3$ the unit of density and $g$ a pure function. Each transition removes $2\omega$ from the beam, so $\beta I^2=2\omega W$. The intensity is $I\sim nc\,\omega^2A_0^2$. Hence

$$\beta\sim\frac{\omega P}{n^2c^2\omega^4}\,g(x)\sim\frac{\sqrt{E_p}}{n^2c^2E_g^3}\times(\text{function of }x).$$

**Shape.** At $k=0$ the s and p states have opposite parity, and two dipole steps cannot connect them, so the amplitude must vanish there. At finite $k$ the field modulates the transition energy: with reduced mass $\mu$, $(k+A)^2/2\mu$ contains the term $kA_0\cos\omega t/\mu$. Its time integral is a phase $\eta\sin\omega t$ with $\eta=A_0k/(\mu\omega)$, and $e^{-i\eta\sin\omega t}\approx1-\tfrac{\eta}{2}(e^{i\omega t}-e^{-i\omega t})$ has sidebands of amplitude $\eta/2$. One photon drives the interband step with strength $PA_0/2$, the other supplies the sideband, and the amplitude is $M\sim PA_0^2k/(4\mu\omega)$. The joint density of states of parabolic bands grows as $\mu k$. Therefore $W\sim|M|^2\mu k\propto A_0^4k^3/\omega^2$, and $k^3\propto(2\omega-E_g)^{3/2}$ by energy conservation. The explicit powers of $\omega$ in $\beta$ are $+1$ from the absorbed energy, $-2$ from the squared sideband and $-4$ from $A_0^4\propto I^2/\omega^4$, in all $-5$. This is the shape $(2x-1)^{3/2}/x^5$.

**Peak.** For a function $(2x-1)^a/x^b$ the logarithmic derivative $2a/(2x-1)-b/x$ vanishes when $2ax=2bx-b$, that is at $x=b/[2(b-a)]$. With $a=3/2$ and $b=5$ this is $5/7$. The estimate leaves open the pure number in front, the dependence on the angle between $\mathbf k$ and the field, and the size of the error made by taking $P$ and $\mu$ constant.

## The controlled derivation

### Bands

The assumptions are a direct gap at $k=0$, a full valence band and an empty conduction band, independent electrons (no Coulomb attraction between electron and hole), and no spin-orbit coupling, so that spin only doubles the count of states.

The cell-periodic part of a Bloch function obeys the Hamiltonian $H_0+\mathbf k\cdot\mathbf p+k^2/2$. The Kane model keeps four zone-centre states: $|s\rangle$ at energy $+\Delta$ and $|p_x\rangle,|p_y\rangle,|p_z\rangle$ at $-\Delta$. Parity and cubic symmetry leave one matrix element, $\langle s|\hat p_j|p_l\rangle=P\delta_{jl}$, made real by the choice of the phase of $|s\rangle$. The term $k^2/2$ is a multiple of the unit matrix. It shifts all bands equally, and in the field it becomes $(\mathbf k+\mathbf A)^2/2$, still a multiple of the unit matrix, which only multiplies the state by a phase. It has no effect on any transition probability and is dropped. This disposes of the $A^2$ term as well.

For given $\mathbf k$, the coupling $P\,\mathbf k\cdot\mathbf p$ reaches only the combination $|p_\parallel\rangle$ that points along $\mathbf k$. In the basis $(s,p_\parallel)$,

$$H=\Delta\sigma_z+Pk\,\sigma_x,\qquad E=\pm\varepsilon,\qquad\varepsilon=\sqrt{\Delta^2+P^2k^2},$$

because $H^2=(\Delta^2+P^2k^2)\,\mathbb 1$. The two transverse p states stay at $-\Delta$. Write the upper state as $|c\rangle=(u,w)$ and the lower, the light-hole band, as $|v\rangle=(-w,u)$. The first row of $H|c\rangle=\varepsilon|c\rangle$ gives $w/u=(\varepsilon-\Delta)/(Pk)$. Squaring and using $P^2k^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$ gives $w^2/u^2=(\varepsilon-\Delta)/(\varepsilon+\Delta)$, and normalisation then fixes

$$u^2=\frac{\varepsilon+\Delta}{2\varepsilon},\qquad w^2=\frac{\varepsilon-\Delta}{2\varepsilon},\qquad 2uw=\frac{Pk}{\varepsilon},\qquad u^2-w^2=\frac{\Delta}{\varepsilon}.$$

For $Pk\ll\Delta$, $\varepsilon\approx\Delta+P^2k^2/(2\Delta)$. Setting $P^2/(2\Delta)=1/(2m)$ gives $m=\Delta/P^2=E_g/E_p$ for both bands of this $H$ (the dropped term $k^2/2$ would add $+1$ to $1/m_c$ and $-1$ to $1/m_v$, which cancels in the sum), and

$$\frac1\mu=\frac1{m_c}+\frac1{m_v}=\frac{2E_p}{E_g}=\frac{2P^2}{\Delta}.$$

### Coupling to light

In the dipole approximation the field is uniform over the crystal cells involved and conserves $\mathbf k$. Let $\mathbf A(t)=\mathbf e\,A_0\cos\omega t$ be the vector potential divided by $c$, with a real unit vector $\mathbf e$ (linear polarisation). The electric field is $-d\mathbf A/dt$, of amplitude $\mathcal E_0=\omega A_0$. In a non-magnetic medium the magnetic amplitude is $n\mathcal E_0$, and the cycle average of the Poynting vector $(c/4\pi)\,\mathbf E\times\mathbf H$ is

$$I=\frac{nc\,\mathcal E_0^2}{8\pi}=\frac{nc\,\omega^2A_0^2}{8\pi}.$$

For charge $-1$, minimal coupling replaces $\mathbf k$ by $\mathbf k+\mathbf A$. The Kane Hamiltonian is linear in $\mathbf k$, so the perturbation is exactly $A(t)\,\hat v$ with $\hat v=\mathbf e\cdot\partial H/\partial\mathbf k$. Decompose $\mathbf e=\cos\theta\,\hat{\mathbf k}+\sin\theta\,\hat{\mathbf t}$, with $\hat{\mathbf t}\perp\mathbf k$, and let $|t\rangle$ be the p state along $\hat{\mathbf t}$. Then

$$\hat v=P\cos\theta\,\sigma_x+P\sin\theta\,\big(|s\rangle\langle t|+|t\rangle\langle s|\big).$$

The two-band model discards the second term. This is a definition of the model, and its cost is computed further on. With the eigenvectors above, $\langle c|\sigma_x|v\rangle=u^2-w^2$, $\langle c|\sigma_x|c\rangle=2uw$ and $\langle v|\sigma_x|v\rangle=-2uw$, so

$$v_{cv}=P\cos\theta\,\frac{\Delta}{\varepsilon},\qquad v_{cc}=-v_{vv}=\frac{P^2k}{\varepsilon}\cos\theta.$$

The parabolic approximation sets $\varepsilon\to\Delta$ in these matrix elements and keeps the transition energy to order $k^2$:

$$v_{cv}=P\cos\theta,\qquad v_{cc}-v_{vv}=\frac{2P^2k}{\Delta}\cos\theta=\frac{k\cos\theta}{\mu},\qquad E_c-E_v=E_g+\frac{k^2}{2\mu}.$$

### Second-order amplitude

Expand the state that starts in band $i$ as $\sum_mc_m(t)e^{-iE_mt}|m\rangle$. The Schrödinger equation gives $i\dot c_m=A(t)\sum_lv_{ml}\,e^{i(E_m-E_l)t}c_l$, with $A(t)=\tfrac{A_0}{2}(e^{-i\omega t}+e^{i\omega t})$. Only the product of two factors $e^{-i\omega t}$ can be resonant with a transition of energy $2\omega$. The other products oscillate at detunings of order $\omega$ and give no steady rate, so the absorbing part alone is followed. In first order, with $c_i=1$ and the field switched on slowly,

$$i\dot c_m^{(1)}=\frac{A_0}{2}v_{mi}\,e^{i(E_m-E_i-\omega)t}\quad\Rightarrow\quad c_m^{(1)}=\frac{A_0}{2}\,\frac{v_{mi}}{E_i+\omega-E_m}\,e^{i(E_m-E_i-\omega)t},$$

since $\int e^{i\Omega t}dt=e^{i\Omega t}/(i\Omega)$ and $1/(i\cdot i\Omega)=-1/\Omega$. Inserting this into the equation for the conduction amplitude,

$$i\dot c_c^{(2)}=M\,e^{i\delta t},\qquad\delta=E_c-E_i-2\omega,\qquad M=\Big(\frac{A_0}{2}\Big)^2a,\qquad a=\sum_m\frac{v_{cm}v_{mi}}{E_i+\omega-E_m}.$$

The sum runs over all bands of the model, occupied ones included. For independent electrons a Slater determinant evolves orbital by orbital under one unitary operator $U$, and the conduction occupation is $\sum_{i\ \rm filled}|\langle c|U|i\rangle|^2$, in which $U$ is the unrestricted one-electron propagator.

With two bands and $i=v$ there are two terms. For $m=v$ the denominator is $+\omega$. For $m=c$ it is $E_v+\omega-E_c$, which equals $-\omega$ on resonance, where $E_c-E_v=2\omega$. Thus

$$a=\frac{v_{cv}v_{vv}}{\omega}-\frac{v_{cc}v_{cv}}{\omega}=-\frac{v_{cv}\,(v_{cc}-v_{vv})}{\omega}.$$

The two paths add because electron and hole velocities have opposite signs. Only the difference of the band velocities appears, in agreement with the irrelevance of any term proportional to the unit matrix. In the parabolic approximation,

$$a=-\frac{Pk\cos^2\theta}{\mu\omega}.$$

For $\theta=0$ this gives $|M|=PA_0^2k/(4\mu\omega)$, the sideband estimate with its factors. One step is interband and allowed, the other is intraband and vanishes at $k=0$, which is the meaning of the name allowed-forbidden transition.

### Rate and absorption coefficient

Integrating over a time $T$ gives $|c_c|^2=|M|^2\,4\sin^2(\delta T/2)/\delta^2$. This function of $\delta$ has area $2\pi T$ and width of order $1/T$, so for long times it acts as $2\pi T\,\delta_D(\delta)$, with $\delta_D$ the Dirac function, and the rate per state is $2\pi|M|^2\delta_D(\delta)$. Summing over $\mathbf k$ with density $1/(2\pi)^3$ per volume and a factor 2 for spin,

$$W=2\cdot2\pi\int\frac{d^3k}{(2\pi)^3}|M|^2\delta_D(E_c-E_i-2\omega).$$

The energies depend only on $|\mathbf k|$. The angular integral gives $4\pi\langle\cdot\rangle$, the average over directions, and $4\pi/(2\pi)^3=1/(2\pi^2)$. The radial integral gives $D=k^2/(dE_{ci}/dk)$ at the resonant $k$, with $E_{ci}=E_c-E_i$. Then

$$W=4\pi\cdot\frac{A_0^4}{16}\cdot\frac{\langle a^2\rangle D}{2\pi^2}=\frac{A_0^4\,\langle a^2\rangle D}{8\pi}.$$

Energy balance in a slab of thickness $dz$ reads $-dI/dz=2\omega W$, so $\beta=2\omega W/I^2$. With $1/I^2=64\pi^2/(n^2c^2\omega^4A_0^4)$,

$$\beta=2\omega\cdot\frac{\langle a^2\rangle D}{8\pi}\cdot\frac{64\pi^2}{n^2c^2\omega^4}=\frac{16\pi\,\langle a^2\rangle D}{n^2c^2\omega^3}.\tag{1}$$

Equation (1), with $a$ as defined above, holds to lowest order in $I$ for isotropic bands whose Hamiltonian is linear in $\mathbf k$ apart from a multiple of the unit matrix, with a sum over initial bands if there are several. A $k^2$ term that differs between bands brings an $A^2$ coupling, whose matrix element between the initial and final bands adds to $a$ at the same order in the field.

For parabolic bands $dE_{cv}/dk=k/\mu$, so $D=\mu k$. The average is $\langle\cos^4\theta\rangle=\int_0^1\xi^4d\xi=1/5$ with $\xi=\cos\theta$. Hence $\langle a^2\rangle D=P^2k^3/(5\mu\omega^2)$ and

$$\beta=\frac{16\pi P^2k^3}{5\mu\,n^2c^2\omega^5},\qquad k^2=2\mu(2\omega-E_g)=2\mu E_g(2x-1).\tag{2}$$

Up to here $\mu$ is free. Since $k^3/\mu=2^{3/2}\mu^{1/2}E_g^{3/2}(2x-1)^{3/2}$, unequal or independently chosen masses inserted in (2) leave the dependence on $x$ unchanged and give $\beta\propto E_p\sqrt\mu/(n^2E_g^{7/2})$. This is a property of formula (2) only: in a Hamiltonian, a $\mu$ other than the Kane value comes from band-dependent $k^2$ terms, whose $A^2$ coupling adds to the amplitude a term also linear in $k$ and changes the prefactor even at threshold. The form $\sqrt{E_p}/E_g^3$ needs the Kane relation between $\mu$, $E_g$ and $E_p$. Inserting $P^2=E_p/2$ and $\mu^{1/2}=E_g^{1/2}/(2E_p)^{1/2}$,

$$\frac{P^2k^3}{\mu}=\frac{E_p}{2}\cdot\frac{2^{3/2}}{2^{1/2}}\cdot\frac{E_g^{2}}{E_p^{1/2}}\,(2x-1)^{3/2}=\sqrt{E_p}\,E_g^2\,(2x-1)^{3/2}.$$

With $\omega^5=x^5E_g^5=(2x)^5E_g^5/32$,

$$\beta=\frac{16\cdot32\,\pi}{5c^2}\,\frac{\sqrt{E_p}}{n^2E_g^3}\,\frac{(2x-1)^{3/2}}{(2x)^5},$$

and $16\cdot32=2^9$. The pure number that the estimate could not supply is $16\pi$ from the golden rule, spin and the intensity, times $1/5$ from the angles, times $2^5$ from writing $F_2$ in terms of $2x$.

Numerically $K=0.017131$ atomic units. The coefficient $\beta$ has the dimension length × time/energy, so $K$ has length × time × energy$^{3/2}$. The combination $e^4/(\sqrt{m_0}\,c^2)$ has this dimension without any power of $\hbar$, so in Gaussian units $K=2^9\pi e^4/(5\sqrt{m_0}c^2)$. Multiplying the atomic-unit value by the Bohr radius in Å, the atomic unit of time in fs and the $3/2$ power of the hartree in eV gives $0.03113$ Å fs eV$^{3/2}$.

This part has derived the two-photon absorption coefficient of the parabolic two-band model, including its material scaling, its shape $F_2(x)$ and the constant $K$. What remains is to locate the maximum, to compare with less truncated models and with a pulse calculation, and to work through a numerical example.
